# Electron-Electron Relaxation Rate in a Three-Dimensional Fermi Liquid

## 1. Zero temperature: the area of a triangle

Take a filled Fermi sea at $T=0$ and add one electron at energy $\xi>0$, measured from the chemical potential. It can collide with an electron of energy $\xi_2<0$, and both must end in empty states, $\xi_3>0$ and $\xi_4>0$. Energy conservation gives $\xi_3+\xi_4=\xi+\xi_2<\xi$. Once $\xi_3$ and $\xi_4$ are chosen, $\xi_2$ is fixed, so the allowed final energies fill a triangle with two sides of length $\xi$:

$$\int_0^{\xi}d\xi_3\int_0^{\xi-\xi_3}d\xi_4=\frac{\xi^2}{2}.$$

If the collision strength hardly varies over these energies, the rate is proportional to $\xi^2$. One factor of $\xi$ comes from the limited energy the electron can give away, the other from the limited number of partners able to take it. At finite temperature the sharp edges are replaced by Fermi functions, and the area becomes $[\xi^2+(\pi k_BT)^2]/2$, provided that the right rate is being computed.

## 2. Which rate obeys the law

Let $f_i=1/(e^{\xi_i/k_BT}+1)$. The occupation of state 1 changes as

$$\frac{df_1}{dt}=-f_1\Gamma_{\rm out}+(1-f_1)\Gamma_{\rm in}.$$

$\Gamma_{\rm out}$ contains the factor $f_2(1-f_3)(1-f_4)$, and $\Gamma_{\rm in}$, for the reverse collision, contains $(1-f_2)f_3f_4$. Disturb state 1 alone and keep all other states in equilibrium. One state has vanishing weight in the integrals for $\Gamma_{\rm out}$ and $\Gamma_{\rm in}$, so these stay fixed, and

$$\frac{d\,\delta f_1}{dt}=-\frac{\delta f_1}{\tau},\qquad \frac1\tau=\Gamma_{\rm out}+\Gamma_{\rm in}.$$

Since $f_i/(1-f_i)=e^{-\xi_i/k_BT}$, energy conservation $\xi_1+\xi_2=\xi_3+\xi_4$ gives

$$f_1f_2(1-f_3)(1-f_4)=(1-f_1)(1-f_2)f_3f_4 .$$

Hence $f_1\Gamma_{\rm out}=(1-f_1)\Gamma_{\rm in}$. Together with the sum above,

$$\Gamma_{\rm out}=\frac{1-f_1}{\tau},\qquad \Gamma_{\rm in}=\frac{f_1}{\tau}.$$

The pure quadratic law belongs to $1/\tau$. The out-scattering rate carries an extra factor $1-f_1$, which is $1/2$ at $\xi=0$. A code that samples collisions of an electron known to be present needs $\Gamma_{\rm out}$; one that damps a small deviation of a single occupation needs $1/\tau$.

## 3. Model and golden rule

The band is parabolic, $\xi_k=\hbar^2k^2/2m-\mu$, with two spin directions. In Gaussian units the statically screened interaction is

$$V(q)=\frac{4\pi e^2}{q^2+\kappa^2},\qquad \kappa^2=\frac{4me^2k_F}{\pi\hbar^2}.$$

The derivation is to second order in $V$ and to leading order in $|\xi|/E_F$ and $k_BT/E_F$. Let $\mathbf k_3=\mathbf k_1-\mathbf q$, $\mathbf k_4=\mathbf k_2+\mathbf q$ and $\mathbf q'=\mathbf k_1-\mathbf k_4$. Then

$$\Gamma_{\rm out}=\frac{2\pi}{\hbar}\int\!\frac{d^3k_2}{(2\pi)^3}\frac{d^3q}{(2\pi)^3}\,M\,f_2(1-f_3)(1-f_4)\,\delta(\xi_1+\xi_2-\xi_3-\xi_4).$$

A partner of opposite spin contributes $V(q)^2$. For equal spins the direct and exchanged amplitudes subtract, and the integral over $\mathbf q$ counts each final pair twice, which requires a factor $1/2$:

$$M=V(q)^2+\tfrac12[V(q)-V(q')]^2 .$$

Exchanging the labels 3 and 4 swaps $q$ and $q'$ and leaves the rest of the integrand and the measure unchanged. Under the integral $V(q')^2$ may therefore be replaced by $V(q)^2$, so

$$M\to 2\left[V(q)^2-\tfrac12V(q)V(q')\right].$$

## 4. Separating energies from angles

Hold $\mathbf q$ fixed and use it as polar axis for $\mathbf k_2$, with $u$ the cosine of the angle. From $\xi_4=\xi_2+\hbar^2(2k_2qu+q^2)/2m$,

$$d\xi_2=\frac{\hbar^2k_2}{m}dk_2,\qquad d\xi_4\big|_{k_2}=\frac{\hbar^2k_2q}{m}du,$$

$$d^3k_2=k_2^2\,dk_2\,du\,d\phi=\left(\frac{m}{\hbar^2}\right)^2\frac{d\xi_2\,d\xi_4}{q}\,d\phi .$$

Now use $\mathbf k_1$ as polar axis for $\mathbf q$, with cosine $v$. Here $|d\xi_3|=\hbar^2k_1q\,dv/m$, and the azimuth gives $2\pi$:

$$d^3q=2\pi q\,\frac{m}{\hbar^2k_1}\,dq\,d\xi_3 .$$

The factors $1/q$ and $q$ cancel. The remaining azimuth $\phi$ gives $2\pi$ times an average $\langle\cdots\rangle$, which acts on $V(q')$.

The kinematic limits are $|k_1-k_3|\le q\le k_1+k_3$ and $|k_2-k_4|\le q\le k_2+k_4$. Near the Fermi surface they become $0<q<2k_F$. The excluded strip at small $q$ has a width of order $|\xi_1-\xi_3|/\hbar v_F$, and $V(0)$ is finite, so the strip costs a relative correction of first order in energy over $E_F$. Setting $k_1=k_F$ has an error of the same order. The strip must be narrow compared with the range of $q$ that carries the integral, which for the screened interaction is $\kappa$ when $\kappa<k_F$. The law therefore also needs $|\xi|,\,k_BT\ll\hbar v_F\kappa$: at $T=0$ and $\xi=0.1E_F$ the rate with full kinematic limits lies 8%, 15% and 35% below the leading result for $2k_F/\kappa=1.5$, 4.6 and 15.

The numerical factors combine as $(2\pi)(2\pi)^{-6}(2\pi)^2\cdot2=1/4\pi^3$. With $y=\xi/k_BT$,

$$\frac1\tau=\frac{m^3J}{4\pi^3\hbar^7k_F}(k_BT)^2S(y),\qquad J=\int_0^{2k_F}\!dq\left[V(q)^2-\tfrac12V(q)\langle V(q')\rangle\right].$$

$S$ is the sum of the out- and in-scattering energy integrals, in units of $k_BT$. The interaction enters through $J$ alone, so another static $V(q)$ that is finite at $q=0$ and smooth on the Fermi surface changes the coefficient and leaves the dependence on $\xi$ and $T$ intact.

## 5. The Fermi-function integrals

From here energies are in units of $k_BT$, and $f(y)=1/(e^y+1)$. Extending the energy limits to $\pm\infty$ costs only exponentially small terms. Let $w=y-y_3$ be the energy given to the partner, so $y_4=y_2+w$.

**Partner integral.** The ratio $f/(1-f)=e^{-y}$ gives

$$f(y_2+w)[1-f(y_2)]=e^{-w}f(y_2)[1-f(y_2+w)].$$

Subtracting this from $f(y_2)[1-f(y_2+w)]$ leaves $f(y_2)-f(y_2+w)$, because the products cancel. Thus

$$f(y_2)[1-f(y_2+w)]=\frac{f(y_2)-f(y_2+w)}{1-e^{-w}} .$$

The numerator is the difference between a unit step and the same step shifted by $w$, so its integral is $w$. With $n(w)=1/(e^w-1)$,

$$\int dy_2\,f(y_2)[1-f(y_2+w)]=\frac{w}{1-e^{-w}}=w[1+n(w)].$$

The reverse process has the extra factor $e^{-w}$ and gives $w\,n(w)$.

**Sum of both directions.** The final state 3 adds $1-f_3$ to the first process and $f_3$ to the second:

$$(1+n)(1-f_3)+nf_3=1+n-f_3 .$$

Since $1-f(y-w)=f(w-y)$,

$$S(y)=\int_{-\infty}^{\infty}dw\,w\,[n(w)+f(w-y)].$$

The integral converges at both ends: for $w\to+\infty$ both terms vanish exponentially, and for $w\to-\infty$ they tend to $-1$ and $+1$.

**Energy dependence.** Differentiate with respect to $y$. The function $-f'$ is even and has unit area, so

$$S'(y)=\int dw\,w\,[-f'(w-y)]=y,\qquad S(y)=S(0)+\frac{y^2}{2}.$$

**Thermal constant.** At $y=0$,

$$n(w)+f(w)=\frac{1}{e^w-1}+\frac1{e^w+1}=\frac{2e^w}{e^{2w}-1}=\frac1{\sinh w}.$$

For $w>0$, $1/\sinh w=2\sum_{j\ge0}e^{-(2j+1)w}$, and $\int_0^\infty we^{-aw}dw=1/a^2$. The integrand $w/\sinh w$ is even, hence

$$S(0)=2\int_0^\infty\frac{w\,dw}{\sinh w}=4\sum_{j=0}^{\infty}\frac1{(2j+1)^2}=4\cdot\frac{\pi^2}{8}=\frac{\pi^2}{2}.$$

The odd sum is $\pi^2/6$ less its even terms, which are one quarter of it. Therefore

$$S(y)=\frac{y^2+\pi^2}{2},\qquad \boxed{\frac1\tau=C\left[\xi^2+(\pi k_BT)^2\right]},\qquad C=\frac{m^3J}{8\pi^3\hbar^7k_F}.$$

At $\xi=2k_BT$, direct summation of the defining integrals gives 6.1082 for out-scattering and 0.82665 for in-scattering. Their sum, 6.9348, agrees with $(4+\pi^2)/2$. A discrete kinetic equation with one level disturbed at the same energy, extrapolated to zero level spacing, gives a decay rate of 6.9348 in these units, which confirms the meaning of $1/\tau$ in Section 2.

## 6. The coefficient

Momentum conservation gives $\mathbf q\cdot\mathbf q'=\mathbf k_3\cdot\mathbf k_4-\mathbf k_1\cdot\mathbf k_2$. Squaring $\mathbf k_1+\mathbf k_2=\mathbf k_3+\mathbf k_4$ and using energy conservation shows that this is zero. On the Fermi surface $\mathbf k_1$ and $\mathbf k_4$ both have component $q/2$ along $\mathbf q$. Their perpendicular parts have length $a$, with $a^2=k_F^2-q^2/4$, and enclose a uniformly distributed angle $\phi$. So $q'^2=2a^2(1-\cos\phi)$. The average $\langle1/(A-B\cos\phi)\rangle=1/\sqrt{A^2-B^2}$ with $A=\kappa^2+2a^2$ and $B=2a^2$ gives

$$\left\langle\frac1{q'^2+\kappa^2}\right\rangle=\frac{1}{\kappa\sqrt{\kappa^2+4k_F^2-q^2}} .$$

Let $x=2k_F/\kappa$. In the direct term put $q=\kappa\tan\theta$:

$$\int_0^{2k_F}\!\frac{dq}{(q^2+\kappa^2)^2}=\frac1{\kappa^3}\int_0^{\arctan x}\!\cos^2\theta\,d\theta=\frac{1}{2\kappa^3}\left[\arctan x+\frac{x}{1+x^2}\right].$$

In the exchange term put $q=b\sin\theta$ with $b^2=\kappa^2+4k_F^2$, and then $t=\tan\theta$, whose upper limit is $x$:

$$\int_0^{2k_F}\!\frac{dq}{(q^2+\kappa^2)\,\kappa\sqrt{b^2-q^2}}=\frac1\kappa\int_0^x\!\frac{dt}{\kappa^2+(\kappa^2+b^2)t^2}=\frac{\arctan(x\sqrt{2+x^2})}{\kappa^3\sqrt{2+x^2}},$$

because $\kappa^2+b^2=\kappa^2(2+x^2)$. Multiplying by $16\pi^2e^4$, with the factor $-1/2$ for exchange, gives $J=8\pi^2e^4B(x)/\kappa^3$, where from here on

$$B(x)=\arctan x+\frac{x}{1+x^2}-\frac{\arctan(x\sqrt{2+x^2})}{\sqrt{2+x^2}},\qquad C=\frac{m^3e^4B(x)}{\pi\hbar^7k_F\kappa^3}.$$

For implementation, eliminate the charge with $e^2=\pi\hbar^2\kappa^2/4mk_F$ and use $E_F=\hbar^2k_F^2/2m$:

$$C=\frac{\pi m\kappa B}{16\hbar^3k_F^3}=\frac{\pi}{16}\,\frac{B(x)}{x}\,\frac{1}{\hbar E_F}.$$

Two limits check the exchange term. For $x\to0$ the interaction is nearly independent of $q$; the direct part tends to $2x$ and exchange removes $x$, half of it, because equal spins do not scatter from a contact interaction. For $x\to\infty$ the direct part tends to $\pi/2$ and the exchange part vanishes as $\pi/2x$: small-angle collisions dominate, and for most of them $q'$ is large.

An integration over the original momenta, at $k_BT=0.02E_F$ and $\xi=3k_BT$, agrees with the energy-variable form with full kinematic limits: the ratio equals 1 within the sampling scatter of the four-dimensional integral, about 0.1%. Extrapolated to $T=0$ at fixed $\xi/k_BT=0$, 3 and 6, the latter form divided by the law gives 1, 0.99999 and 0.99996.

## 7. Worked example

Take $E_F=7$ eV and the free-electron mass. Then $k_F=13.555$ nm$^{-1}$, $v_F=1.5692$ nm/fs and $\kappa=18.059$ nm$^{-1}$, so

$$x=\frac{2(13.555)}{18.059}=1.501,\qquad B=0.834,\qquad \hbar=\frac{2E_F}{v_Fk_F}=0.658\ {\rm eV\,fs},$$

$$C=\frac{\pi(0.834)}{16(1.501)(0.658)(7)}=0.0237\ {\rm fs^{-1}eV^{-2}} .$$

At 300 K, $\pi k_BT=0.0812$ eV. For an electron at the chemical potential,

$$\frac1\tau=0.0237\,(0.0812)^2=1.56\times10^{-4}\ {\rm fs^{-1}}=0.156\ {\rm ps^{-1}},\qquad\tau=6.4\ {\rm ps}.$$

The out-scattering rate alone is 0.078 ps$^{-1}$. At $\xi=1$ eV the thermal term adds less than 1% to $\xi^2$, and $\tau=42$ fs.

The two terms of the law are equal at $|\xi|=\pi k_BT$, here 81 meV. Well below this energy the rate follows $T^2$: between 300 and 400 K it rises at $\xi=0$ from 0.156 to 0.278 ps$^{-1}$. Well above it, temperature matters little: at 0.5 eV the same heating raises the rate from 6.08 to 6.20 ps$^{-1}$, or 2%.

For an average over the partly filled states around the chemical potential, weight $1/\tau$ with $-\partial f/\partial\xi=f(1-f)/k_BT$, which has unit area. In units of $k_BT$, expanding $-f'$ in exponentials gives

$$\int dy\,y^2(-f')=4\sum_{j\ge1}\frac{(-1)^{j+1}}{j^2}=\frac{\pi^2}{3}.$$

The average rate is therefore $C(\pi k_BT)^2(1+\tfrac13)$, or $4/3$ of its value at $\xi=0$. This is an average of rates; its inverse is not the average lifetime.

## 8. Range of use and comparison with copper lines

The chosen Fermi energy and the resulting density, $8.4\times10^{22}$ cm$^{-3}$, are roughly those of the conduction electrons in copper. Copper also has polarizable d electrons, which the model omits. Representing them by a rough dielectric constant of 5 in the $q^2$ term of the screening denominator, with all else fixed, multiplies the rate by 0.61. A rough band mass of $1.3m$ at fixed density multiplies it by 1.39. Replacing Thomas-Fermi by static Lindhard screening raises it by 4%, while dropping exchange would raise it by 73%. These changes need not combine as independent factors. Moreover, at $x=1.5$ second order in $V$ is not accurate: replacing $V(q)$ by the exact two-body scattering amplitude of the same screened potential, from its phase shifts and without Pauli blocking of intermediate states, multiplies the rate by 0.62 and lengthens the lifetime at $\xi=0$ and 300 K from 6.4 to about 10 ps. The coefficient should be read as an estimate, uncertain by tens of percent or more.

The energy law has its own limit. With full kinematics the 300 K rate is 0.4% below the law at $\xi=0$ and 12% below it at 1 eV, which lengthens the lifetime there from 42 to about 47 fs. Part of the 12% is the factor $k_F/k_1=\sqrt{7/8}=0.935$; the rest comes from the excluded strip at small $q$, a factor 0.938, of which the exchange average away from the Fermi surface gives back 0.6%. For a hole the factor $k_F/k_1$ exceeds 1 and nearly cancels the strip: at $\xi=-1$ eV and $T=0$ the two factors, 1.080 and 0.935, give 1.010, and the shifted upper limit of $q$ together with the exchange average brings the full rate to 0.7% below the law. All these figures keep the screening static. Its frequency dependence enters at the same order in energy: in the direct term, dynamic in place of static Lindhard screening lowers the rate by a further 2% at $\xi=\pm1$ eV and by 0.2% at 0.1 eV. The law also needs strong degeneracy: at $\xi=0$, with $\mu$ and $\kappa$ held fixed, the full rate is 6% below it at $k_BT=0.05E_F$ and 13% below it at $0.1E_F$. The chemical-potential shift at 300 K, $-0.08$ meV, is negligible beside 81 meV.

In a line at 300 K other processes act much faster on thermal electrons. The high-temperature phonon estimate $\hbar/(2\pi\lambda k_BT)$, with a rough coupling $\lambda=0.15$, gives 27 fs, a rate about 240 times the electron-electron rate at $\xi=0$. Since 300 K lies slightly below the Debye temperature of copper, about 343 K, this limit is not fully reached; a Debye spectrum lowers the rate by 10%, to 30 fs and a ratio near 210. Straight flight across a 20 nm line at $v_F$ takes 13 fs, whereas $v_F\tau$ for electron-electron collisions is 10 µm.

Nor may $1/\tau$ be inserted in a Drude resistivity. In a parabolic band the current is proportional to total momentum, which the collisions treated here conserve. In a uniform conductor they relax the occupation of a single state without relaxing the current. Near diffusely scattering walls they can change the resistance indirectly, by redirecting electrons towards or away from the walls, but here the effect is tiny: a relaxation-time model of a 20 nm film with mean free paths of 47 nm for phonons and 10 µm for momentum-conserving collisions gives a rise of about 0.02%. In a crystal, collisions that transfer momentum to the lattice can contribute to resistance, but their share requires a separate calculation.

The values of the worked example are in the numerical output.

## Numbers as computed

```
Fermi energy (input): 7 eV
mass / free-electron mass (input): 1
Fermi wave number: 13.555 1/nm
electron density: 8.4109e+22 1/cm^3
Fermi velocity: 1.5692 nm/fs
screening wave number: 18.059 1/nm
x = 2 kF/kappa: 1.5011
bracket B(x): 0.83439
coefficient C: 0.023687 1/(fs eV^2)
pi kB T at 300 K: 81.216 meV
T=300 K, xi=0.0 eV: 1/tau = 0.1562 1/ps, tau = 6400 fs
T=300 K, xi=0.1 eV: 1/tau = 0.3931 1/ps, tau = 2544 fs
T=300 K, xi=0.5 eV: 1/tau = 6.078 1/ps, tau = 164.5 fs
T=300 K, xi=1.0 eV: 1/tau = 23.84 1/ps, tau = 41.94 fs
pi kB T at 400 K: 108.29 meV
T=400 K, xi=0.0 eV: 1/tau = 0.2778 1/ps, tau = 3600 fs
T=400 K, xi=0.1 eV: 1/tau = 0.5146 1/ps, tau = 1943 fs
T=400 K, xi=0.5 eV: 1/tau = 6.2 1/ps, tau = 161.3 fs
T=400 K, xi=1.0 eV: 1/tau = 23.97 1/ps, tau = 41.73 fs
out-scattering rate alone, xi=0, 300 K: 0.078122 1/ps
thermal average / value at xi=0: 1.3333
path vF*tau at xi=0, 300 K: 10.043 um
Fermi integral out, xi=2kBT: 6.1082
Fermi integral in, xi=2kBT: 0.82665
their sum: 6.9348
(4+pi^2)/2: 6.9348
one-level decay in kinetic equation, same units: 6.9348
momentum / energy-variable rate, kBT=0.02 EF: 1.0001
golden rule / law, T to 0, xi=0kBT: 1
golden rule / law, T to 0, xi=3kBT: 0.99999
golden rule / law, T to 0, xi=6kBT: 0.99996
Neglected or separately sized effects:
rate without exchange / with exchange: 1.7313
full kinematics / law, xi=0 eV, 300 K: 0.99554
full kinematics / law, xi=1 eV, 300 K: 0.88317
static Lindhard / Thomas-Fermi rate: 1.0448
bound-electron dielectric constant (rough input): 5
rate with / without bound polarization: 0.61425
heavier mass ratio (rough input): 1.3
rate with heavier mass / free mass, same density: 1.3923
chemical-potential shift at 300 K: -0.078525 meV
phonon coupling (rough input): 0.15
phonon scattering time at 300 K: 27.015 fs
phonon rate / e-e rate at xi=0, 300 K: 236.92
line width (input): 20 nm
transit time across line: 12.745 fs
```
